# The Coulomb problem on a three-sphere and its cubic Higgs algebra

An electron bound to a nucleus in flat space has levels that depend on the principal quantum number \(n\) alone, with \(n^2\) states in each. Suppose the same electron lives in a closed space of constant curvature, a three-sphere of radius \(R\). Rotations about the nucleus still protect the \(2l+1\) states of each angular momentum \(l\), but nothing obvious protects the equality of energies with different \(l\). It does survive for the right potential, and the curved-space Runge–Lenz vector behind it has a commutator that is cubic, not linear, in the generators.

Hartree atomic units are used, with one spinless particle of unit mass. Let \(\chi\in[0,\pi]\) be the polar angle from the nucleus, so that \(r=R\chi\) is the distance from it, and let \(\mathbf n\) be the unit vector of the remaining two angles. With \(\mathbf L\) the angular momentum, the Laplacian is

\[
\Delta=\frac1{R^2}\left[\frac1{\sin^2\chi}\,\partial_\chi\sin^2\chi\,\partial_\chi-\frac{L^2}{\sin^2\chi}\right].
\]

A central electrostatic potential \(\phi\) must satisfy \(\Delta\phi=0\) away from charges. Then \(\sin^2\chi\,\phi'\) is constant, and \(\phi\) is a multiple of \(\cot\chi\) plus a constant. The constant is set to zero, which puts the zero of potential energy on the equator. Matching \(-Z/r\) at small \(\chi\) gives

\[
H=-\tfrac12\Delta-\frac ZR\cot\chi ,\qquad Z>0 .
\]

The flux leaving the nucleus has nowhere to escape in a closed space. With no charge elsewhere, it converges on the antipode \(\chi=\pi\), where a charge \(-Z\) sits and repels the electron. (Spreading the compensating charge uniformly over the sphere instead gives a different potential, proportional to \((\pi-\chi)\cot\chi\), which does not keep the degeneracy found below.) Wavefunctions are required to be regular at both poles. The space is compact and a \(1/r\) singularity in three dimensions is weak compared with the kinetic energy, so the spectrum is discrete, bounded below, and of finite multiplicity. A term proportional to the scalar curvature, sometimes added to \(H\), would be a constant here and would shift all levels equally; it is omitted.

Write \(\psi=(u/\sin\chi)\,Y_{lm}\). Since \(\sin^2\chi\,(u/\sin\chi)'=\sin\chi\,u'-\cos\chi\,u\), whose derivative is \(\sin\chi\,(u''+u)\), the radial Hamiltonian acting on \(u\) is, with \(D=R^{-1}d/d\chi\),

\[
2H_l=-D^2-\frac1{R^2}+\frac{l(l+1)}{R^2\sin^2\chi}-\frac{2Z}{R}\cot\chi ,\qquad u(0)=u(\pi)=0 .
\]

This operator factorizes. For \(l\ge1\) define

\[
B_l=D+W_l,\qquad B_l^\dagger=-D+W_l,\qquad W_l=\frac lR\cot\chi-\frac Zl .
\]

The two are adjoint because the boundary terms vanish with \(u\). Multiplying out gives \(B_l^\dagger B_l=-D^2+W_l^2-(DW_l)\) and \(B_lB_l^\dagger=-D^2+W_l^2+(DW_l)\), where

\[
DW_l=-\frac{l}{R^2\sin^2\chi},\qquad
W_l^2=\frac{l^2}{R^2}\left(\frac1{\sin^2\chi}-1\right)-\frac{2Z}{R}\cot\chi+\frac{Z^2}{l^2}.
\]

The coefficient of \(1/(R^2\sin^2\chi)\) is therefore \(l(l+1)\) in the first product and \(l(l-1)\) in the second. Comparing the constants,

\[
2H_l=B_l^\dagger B_l+2\varepsilon_l,\qquad 2H_{l-1}=B_lB_l^\dagger+2\varepsilon_l,\qquad
\varepsilon_l=-\frac{Z^2}{2l^2}+\frac{l^2-1}{2R^2}.
\]

It follows that \(H_{l-1}B_l=B_lH_l\) and \(H_{l+1}B_{l+1}^\dagger=B_{l+1}^\dagger H_l\). So \(B_l\) lowers \(l\) by one and \(B_{l+1}^\dagger\) raises it by one, both at fixed energy.

These maps keep regular functions regular. Near \(\chi=0\) a regular \(u\) behaves as \(\chi^{l+1}\). In \(B_{l+1}^\dagger u\) the terms of order \(\chi^l\) cancel, since \(-(l+1)+(l+1)=0\). What remains solves the equation for \(l+1\), whose allowed powers are \(\chi^{l+2}\) and \(\chi^{-l-1}\), and so it is the regular solution. Lowering gives the regular power \(\chi^l\) directly. At \(\chi=\pi\) the same argument holds in the variable \(\pi-\chi\).

Now let \(u\) be a normalized eigenfunction of \(H_l\) with energy \(E\). From the second factorization, with \(l\) replaced by \(l+1\),

\[
\|B_{l+1}^\dagger u\|^2=2(E-\varepsilon_{l+1})\ge0 .
\]

Because \(\varepsilon_l\) grows without bound, raising cannot go on for ever. For some integer \(n\ge l+1\) the state reached in channel \(n-1\) obeys \(B_n^\dagger u=0\), and then \(E=\varepsilon_n\):

\[
\boxed{E_n=-\frac{Z^2}{2n^2}+\frac{n^2-1}{2R^2}},\qquad n=1,2,\dots
\]

The condition \(B_n^\dagger u=0\) reads \(u'=(n\cot\chi-ZR/n)\,u\), with the regular solution

\[
u_{n,n-1}\propto\sin^n\!\chi\;e^{-ZR\chi/n},
\]

so each \(n\) does occur. Lowering from this state gives

\[
\|B_lu_{nl}\|^2=2(E_n-\varepsilon_l)=(n^2-l^2)\left(\frac{Z^2}{n^2l^2}+\frac1{R^2}\right),
\]

which is positive for \(1\le l<n\). Every \(l=0,\dots,n-1\) is therefore reached, once each, since a channel has one regular solution at a given energy. Both terms of \(E_n\) are non-decreasing in \(n\) and the first is strictly increasing, so different \(n\) never coincide and the degeneracy is \(\sum_{l=0}^{n-1}(2l+1)=n^2\).

At fixed \(n\) and \(R\to\infty\) the hydrogen levels return. If instead \(n=kR\) with \(k\) fixed, then \(E_n=k^2/2-1/(2R^2)-Z^2/(2k^2R^2)\to k^2/2\), and the dense upper levels become the continuum of flat space.

The equality of energies across \(l\) calls for a conserved vector. Embed the sphere in four dimensions by \(x_0=R\cos\chi\), \(\mathbf x=R\sin\chi\,\mathbf n\), and define the rotations that mix \(x_0\) with \(\mathbf x\),

\[
N_i=-i(x_0\partial_i-x_i\partial_0),\qquad \mathbf A=\frac1{2R}(\mathbf N\times\mathbf L-\mathbf L\times\mathbf N)-Z\mathbf n .
\]

Near the nucleus \(\mathbf N/R\) becomes the momentum, and \(\mathbf A\) becomes the Runge–Lenz vector.

To see how \(\mathbf A\) acts, first express \(\mathbf N\) in angles. From \(\tan\chi=|\mathbf x|/x_0\) one has \(\partial_i\chi=x_0n_i/R^2\) and \(\partial_0\chi=-|\mathbf x|/R^2\), so \((x_0\partial_i-x_i\partial_0)\chi=n_i\). On functions of \(\mathbf n\) the operator \(x_0\partial_i\) gives \(\cot\chi\) times the angular gradient, which is \(-i\,\mathbf n\times\mathbf L\). Hence

\[
\mathbf N=-i\mathbf n\,\partial_\chi-\cot\chi\,\mathbf n\times\mathbf L .
\]

For any vector operator \(\mathbf v\), the rule \([L_i,v_j]=i\epsilon_{ijk}v_k\) gives \(\mathbf v\times\mathbf L+\mathbf L\times\mathbf v=2i\mathbf v\). Applied to \(\mathbf N\), it turns \(\tfrac12(\mathbf N\times\mathbf L-\mathbf L\times\mathbf N)\) into \(\mathbf N\times\mathbf L-i\mathbf N\). The double product needed is

\[
[(\mathbf n\times\mathbf L)\times\mathbf L]_i=n_kL_iL_k-n_iL^2=i(\mathbf n\times\mathbf L)_i-n_iL^2 ,
\]

where \(L_iL_k=L_kL_i+i\epsilon_{ikm}L_m\) and \(\mathbf n\cdot\mathbf L=0\) were used. Therefore

\[
\mathbf N\times\mathbf L=-i(\mathbf n\times\mathbf L)\partial_\chi-i\cot\chi\,\mathbf n\times\mathbf L+\cot\chi\,\mathbf nL^2,\qquad
-i\mathbf N=-\mathbf n\partial_\chi+i\cot\chi\,\mathbf n\times\mathbf L .
\]

In the sum the terms \(\cot\chi\,\mathbf n\times\mathbf L\) cancel, leaving

\[
\mathbf A=\frac1R\left(-\mathbf V\partial_\chi+\cot\chi\,\mathbf nL^2\right)-Z\mathbf n,\qquad \mathbf V=i\,\mathbf n\times\mathbf L+\mathbf n .
\]

Moreover \([L^2,\mathbf n]=i(\mathbf n\times\mathbf L-\mathbf L\times\mathbf n)\), and \(\mathbf L\times\mathbf n=2i\mathbf n-\mathbf n\times\mathbf L\), so \(\mathbf V=\tfrac12[L^2,\mathbf n]\).

The product \(\mathbf nY_{lm}\) has parts \((\mathbf nY)_+\) and \((\mathbf nY)_-\) with angular momentum \(l+1\) and \(l-1\). On them the commutator gives \(\mathbf V\) the factors \(\tfrac12[(l+1)(l+2)-l(l+1)]=l+1\) and \(\tfrac12[(l-1)l-l(l+1)]=-l\). With \(\partial_\chi(u/\sin\chi)=(u'-\cot\chi\,u)/\sin\chi\), the coefficient of the upper part, times \(\sin\chi\), is

\[
-\frac{l+1}R(u'-\cot\chi\,u)+\frac{l(l+1)}R\cot\chi\,u-Zu=(l+1)B_{l+1}^\dagger u ,
\]

and that of the lower part is

\[
\frac lR(u'-\cot\chi\,u)+\frac{l(l+1)}R\cot\chi\,u-Zu=l\,B_lu .
\]

Thus

\[
\mathbf A\,\frac{u}{\sin\chi}Y_{lm}=\frac1{\sin\chi}\left[(l+1)(B_{l+1}^\dagger u)(\mathbf nY)_++l\,(B_lu)(\mathbf nY)_-\right].
\]

The vector contains the radial ladder operators. Since these carry \(H_l\) into \(H_{l\pm1}\), it follows at once that \([H,\mathbf A]=0\). As \(\mathbf A\) is a vector, \([L_i,A_j]=i\epsilon_{ijk}A_k\). Also \(\mathbf L\cdot\mathbf A=0\), because \(\mathbf L\cdot\mathbf n=0\) and \(\mathbf L\cdot\mathbf V=\tfrac12[L^2,\mathbf L\cdot\mathbf n]=0\).

Next come the products \(A_iA_j\) acting on channel \(l\). Let \(P_l\) project on angular momentum \(l\). The part that ends in \(l+2\) carries the angular factor \(P_{l+2}n_iP_{l+1}n_jP_l=P_{l+2}n_in_jP_l\), because \(l+1\) is the one possible intermediate value. It is symmetric in \(i,j\), and its trace vanishes because \(\mathbf n^2=1\). The part ending in \(l-2\) behaves likewise. Neither contributes to the commutator or to \(A^2\). The part that returns to \(l\) is

\[
c_{l+1}T^+_{ij}+c_lT^-_{ij},\qquad T^\pm_{ij}=P_ln_iP_{l\pm1}n_jP_l ,
\]

with radial factors \((l+1)^2B_{l+1}B_{l+1}^\dagger=c_{l+1}\) and \(l^2B_l^\dagger B_l=c_l\), where

\[
c_l=l^2(2H-2\varepsilon_l)=Z^2+2Hl^2-\frac{l^2(l^2-1)}{R^2}.
\]

Two sums fix \(T^\pm\):

\[
T^+_{ij}+T^-_{ij}=P_ln_in_jP_l,\qquad (l+1)T^+_{ij}-lT^-_{ij}=P_ln_iV_jP_l .
\]

Let \(a^\pm=T^\pm_{ij}-T^\pm_{ji}\). The first sum gives \(a^++a^-=0\). For the second, \(n_iV_j-n_jV_i=i\epsilon_{ijk}[\mathbf n\times(\mathbf n\times\mathbf L)]_k=-i\epsilon_{ijk}L_k\). So \(a^+=-a^-=-i\epsilon_{ijk}L_k/(2l+1)\), and

\[
[A_i,A_j]=i\epsilon_{ijk}L_k\,\frac{c_l-c_{l+1}}{2l+1}.
\]

Here \((l+1)^2-l^2=2l+1\), and

\[
(l+1)^2l(l+2)-l^2(l^2-1)=l(l+1)\left[(l+1)(l+2)-l(l-1)\right]=2l(l+1)(2l+1).
\]

With \(l(l+1)\) written as \(L^2\), the result is the Higgs algebra,

\[
\boxed{[A_i,A_j]=i\epsilon_{ijk}L_k\left(-2H+\frac{2L^2}{R^2}\right)} .
\]

At fixed energy the right side contains \(L_kL^2\), which is cubic in the generators. For a bound level of fixed \(n\) this term vanishes as \(R\to\infty\), and \(\mathbf A/\sqrt{-2E}\) together with \(\mathbf L\) then closes into so(4).

The traces follow from the same two sums. Since \(\mathbf n\cdot\mathbf V=1\), those of \(T^+\) and \(T^-\) are \((l+1)/(2l+1)\) and \(l/(2l+1)\), so \(A^2=[(l+1)c_{l+1}+l\,c_l]/(2l+1)\). With \(\lambda=l(l+1)\), the sums required are \((l+1)^3+l^3=(2l+1)(\lambda+1)\) and

\[
(l+1)^3l(l+2)+l^3(l^2-1)=\lambda\,(2l^3+3l^2+5l+2)=(2l+1)\lambda(\lambda+2).
\]

Hence

\[
A^2=Z^2+2H(L^2+1)-\frac{L^2(L^2+2)}{R^2}.
\]

The spectrum can also be read from \(c_l\). On a level of energy \(E\), \(c_l\) is the squared strength \(l^2\|B_lu\|^2\) of the step from \(l\) to \(l-1\). A finite multiplet must end at the top with \(c_{l_{\max}+1}=0\), and it could begin above \(l=0\) only if \(c_{l_{\min}}=0\) as well. As a function of \(q=l^2\), \(c=Z^2+(2E+1/R^2)q-q^2/R^2\) has roots whose product is \(-Z^2R^2<0\), so just one is positive. The multiplet therefore starts at \(l=0\) and stops at \(l=n-1\), where \(q=n^2\) is the positive root. Solving \(c=0\) there for \(E\) gives \(E_n\) again, and on that level

\[
c_l=(n^2-l^2)\left(\frac{Z^2}{n^2}+\frac{l^2}{R^2}\right).
\]

Take \(Z=1\) and \(R=10\) bohr. Then \(E_2=-0.125+3/200=-0.110\) hartree and \(E_3=-0.05556+8/200=-0.01556\) hartree, while \(E_4=-0.03125+15/200=0.04375\) hartree is positive. The gap from \(n=1\) to \(n=2\) is 0.390 hartree (10.61 eV), against 0.375 hartree (10.20 eV) in flat space. The condition \(E_n<0\) reads \(n^2(n^2-1)<Z^2R^2=100\). It holds for \(n=3\), where the left side is 72, and fails for \(n=4\), where it is 240. This leaves \(1+4+9=14\) states below zero. Zero is the potential energy on the equator and not an ionization threshold, since every state here is normalizable.

The failure to close into so(4) is a property of \(\mathbf A\) itself and not of the multiplet, and it first appears at \(n=3\): the commutator vanishes on \(l=0\) because \(\mathbf L\) does, so for \(n=2\) only the value of the factor at \(l=1\) matters and \(\mathbf A\) closes after division by a constant. Dividing each step between \(l\) and \(l-1\) by \(\sqrt{Z^2/n^2+l^2/R^2}\) leaves the strengths \(n^2-l^2\), for which \((c_l-c_{l+1})/(2l+1)=1\), so the rescaled vector does close with \(\mathbf L\) into so(4) on each level. For \(\mathbf A\), the departure shows in the eigenvalues of \(A_3\) within \(n=3\). The strengths are \(c_1=8(1/9+0.01)=0.96889\) and \(c_2=5(1/9+0.04)=0.75556\). The factor \(-2E+2l(l+1)/R^2\) in the commutator is 0.0711 hartree for \(l=1\) and 0.1511 hartree for \(l=2\), where so(4) would need a single number; its value 0.0311 at \(l=0\) multiplies \(L_k=0\) and plays no part. By the recurrence for \(\cos\theta\,Y_{lm}\), the squared matrix element of \(A_3\) between \(l\) and \(l-1\) is \(c_l(l^2-m^2)/(4l^2-1)\). For \(m=0\) the three states form a chain whose largest eigenvalue is the root of the sum of the two squares; for \(m=1\) there is a single link:

\[
\sqrt{\frac{c_1}3+\frac{4c_2}{15}}=0.7242,\qquad \sqrt{\frac{c_2}5}=0.3887 .
\]

Their ratio is 1.863. In flat space the same formulas give \(2/3\) and \(1/3\), with ratio 2.

The degeneracy depends on the cotangent. Put \(-Z/(R\chi)\) in its place, which is also \(-Z/r\). For \(l=0\) the radial equation is then that of flat hydrogen shifted by \(-1/(2R^2)\), apart from the wall at \(r=\pi R\), where the 2s function is already very small. This gives \(-0.125-0.005=-0.130\) hartree, as computed. For 2p the centrifugal term exceeds its flat form by \((1/\sin^2\chi-1/\chi^2)/R^2\approx1/(3R^2)=0.0033\) hartree at small \(\chi\), which raises the estimate to \(-0.1267\) hartree; the computed value is \(-0.1264\) hartree. The two levels separate by 0.0036 hartree, whereas with the cotangent their computed energies agree to better than \(10^{-8}\) hartree. The numerical check also tests the operator identities for \(\mathbf A\) in exact rational arithmetic, on a trial function at chosen points.

## Computed values

```
Nuclear charge Z = 1
Sphere radius R = 10 bohr
Levels from diagonalization (hartree), multiplicity, flat value:
  n=1: E = -0.500000, states = 1, flat = -0.500000
  n=2: E = -0.110000, states = 4, flat = -0.125000
  n=3: E = -0.015556, states = 9, flat = -0.055556
  n=4: E = 0.043750, states = 16, flat = -0.031250
  n=5: E = 0.100000, states = 25, flat = -0.020000
States with E < 0: 14
Gap n=1 to 2, sphere: 0.390000 hartree = 10.6124 eV
Gap n=1 to 2, flat:   0.375000 hartree = 10.2043 eV
Level n=3, ladder strengths c_l (atomic units):
  c_0 = 1.000000 (end value)
  c_1 = 0.968889 (by quadrature)
  c_2 = 0.755556 (by quadrature)
  c_3 = 0.000000 (end value)
Roots of c in l^2 at E_3: 9.0000 and -11.1111
Commutator factor -2E + 2l(l+1)/R^2 for n=3 (hartree):
  l=0: 0.031111
  l=1: 0.071111
  l=2: 0.151111
Largest eigenvalue of A_3 in level n=3 (atomic units):
  m=0: sphere 0.724185, flat 0.666667
  m=1: sphere 0.388730, flat 0.333333
Ratio m=0 to m=1: sphere 1.8630, flat 2.0000
Potential -Z/(R chi) in place of the cotangent:
  E(2s) = -0.130000 hartree
  E(2p) = -0.126447 hartree
  E(2s) - E(2p) = -0.003553 hartree
Cotangent: |E(2s) - E(2p)| below 1e-8 hartree: True
```
